# Ion current through a collisional high-voltage sheath

## 1. The situation

In plasma-enhanced deposition, a film grows on a surface that faces a plasma. If the surface is held well below the plasma potential, it repels electrons and draws ions. Between plasma and surface lies a sheath, a layer with net positive charge that carries most of the voltage. The ions cross it and strike the film.

At a gas pressure of a few tenths of a Torr, an ion does not fall freely through this layer. It collides many times on the way. Two questions follow: how thick is the sheath for a given ion current and voltage, and with what energy do the ions arrive?

## 2. Model and conventions

The sheath is planar and steady. The plasma edge is at $x=0$ and the wall at $x=s$. The field $E$ is counted positive towards the wall, and $\phi(x)$ is the potential drop from the edge, so that $E=d\phi/dx$, $\phi(0)=0$ and $\phi(s)=V$.

The ions carry charge $e$ and have mass $M$. Their collisions are charge exchange with cold atoms of their own kind: the fast ion takes an electron from a slow atom, leaves as a fast neutral, and a new ion starts at rest. The number of ions is unchanged, but their directed momentum is lost. The mean free path $\lambda$ between these events is taken as independent of speed.

Four further assumptions are made, and their cost is estimated in Sections 7 to 9:

- $\lambda\ll s$, so that the ion speed follows the local field;
- $V\gg T_e$, with the electron temperature $T_e$ in volts, so that electron charge and the field at the edge can be dropped;
- $eE\lambda\gg k_BT$ over most of the sheath, where $T$ is the gas temperature;
- no ionization inside the sheath.

## 3. The drift speed

Take first a uniform field. An ion starts at rest and travels a distance $l$ before its next charge exchange. For a constant mean free path, the probability density of $l$ is $e^{-l/\lambda}/\lambda$, with mean $\lambda$. The acceleration is $eE/M$, so the flight lasts

$$t(l)=\sqrt{\frac{2Ml}{eE}} .$$

Its mean follows with the substitution $l=\lambda z^2$:

$$\langle t\rangle=\sqrt{\frac{2M\lambda}{eE}}\int_0^\infty 2z^2e^{-z^2}dz
=\sqrt{\frac{2M\lambda}{eE}}\,\frac{\sqrt\pi}{2}
=\sqrt{\frac{\pi M\lambda}{2eE}} .$$

Over many flights, the drift speed is total distance over total time, which is $\lambda/\langle t\rangle$:

$$u=k\sqrt E,\qquad k=\sqrt{\frac{2e\lambda}{\pi M}} .\tag{1}$$

The speed grows as the square root of the field because a stronger field also shortens the time between collisions. The mobility $u/E$ therefore falls as $E^{-1/2}$.

The velocity distribution $f(v)$ gives the same speed and also the energy. An ion of speed $v$ is lost at the rate $v/\lambda$, and new ions enter at $v=0$. For $v>0$ the steady balance is

$$\frac{eE}{M}\frac{df}{dv}=-\frac{v}{\lambda}f
\quad\Rightarrow\quad f\propto\exp\left(-\frac{Mv^2}{2eE\lambda}\right).$$

This is half a Gaussian of width $\sigma=\sqrt{eE\lambda/M}$. Its mean is $\sigma\sqrt{2/\pi}$, which is (1).

The ions that cross a plane are weighted by $v f$. With $\varepsilon=Mv^2/2$ one has $v\,dv=d\varepsilon/M$, so the crossing ions have the energy distribution $e^{-\varepsilon/(eE\lambda)}$ and the mean energy

$$\langle\varepsilon\rangle=eE\lambda .\tag{2}$$

This is larger than $Mu^2/2=eE\lambda/\pi$, because the speeds are widely spread and fast ions cross more often.

A simulation confirms both means. It followed 20,000 ions in time steps of 0.01, in units where $\lambda=1$ and $eE/M=1$. In each step an ion was reset to near rest with the probability that belongs to the path it had covered. Averaged from time 5 to time 15, the speed was $0.7976\,\sigma$, against $\sqrt{2/\pi}=0.7979$, and the mean crossing energy was $1.001\,eE\lambda$.

## 4. The sheath law

In the sheath the field varies, and (1) is now used with the local $E(x)$. Ions are neither created nor lost, so $J=enu$ is constant and the ion density is $n=J/(ek\sqrt E)$. With electrons neglected, Poisson's equation reads

$$\varepsilon_0\frac{dE}{dx}=en=\frac{J}{k\sqrt E} .\tag{3}$$

Multiply by $\sqrt E/\varepsilon_0$ and integrate from $E(0)=0$:

$$\frac23E^{3/2}=\frac{Jx}{\varepsilon_0k}
\quad\Rightarrow\quad
E(x)=\left(\frac{3J}{2\varepsilon_0k}\right)^{2/3}x^{2/3}.\tag{4}$$

The voltage is the integral of the field. Since $\int_0^s x^{2/3}dx=\frac35s^{5/3}$,

$$V=\frac35\left(\frac{3J}{2\varepsilon_0k}\right)^{2/3}s^{5/3}=\frac35E(s)\,s .\tag{5}$$

To solve for $J$, multiply by $5/3$ and raise both sides to the power $3/2$:

$$\left(\frac{5V}{3}\right)^{3/2}=\frac{3J}{2\varepsilon_0k}\,s^{5/2}.$$

Hence

$$\boxed{J=\frac23\left(\frac53\right)^{3/2}\varepsilon_0\sqrt{\frac{2e\lambda}{\pi M}}\;\frac{V^{3/2}}{s^{5/2}}}\tag{6}$$

with the numerical coefficient $\frac23(\frac53)^{3/2}=1.4344$.

The powers can be read from their origin. The space charge needed to hold a voltage $V$ over a thickness $s$ has a density of order $\varepsilon_0V/s^2$. It moves at a speed of order $k(V/s)^{1/2}$. The product of charge density and speed scales as $V^{3/2}/s^{5/2}$. A constant mobility would make the speed scale as $V/s$ and the current as $V^2/s^3$.

By (4), the ion density varies as $x^{-1/3}$ and diverges at the edge. The total charge stays finite, but the divergence shows that the model does not describe the edge itself.

## 5. Consequences

**Thickness.** The powers in (6) hold at fixed $\lambda$, that is, at fixed gas density. Where the plasma sets the ion current, (6) is better read as a law for the thickness:

$$s\propto V^{3/5}J^{-2/5}\lambda^{1/5}.\tag{7}$$

At fixed $J$ and $\lambda$, four times the voltage makes the sheath 2.30 times thicker. At fixed $V$ and $\lambda$, four times the current reduces it to 0.57 of its thickness.

**Energy at the wall.** From (5), the wall field is $E(s)=5V/(3s)$. With (2), the mean energy of the arriving ions is

$$W=\frac53\,eV\,\frac{\lambda}{s}\propto V^{2/5}J^{2/5}\lambda^{4/5},\tag{8}$$

where the scaling follows from (7). Within this model, doubling the voltage at fixed $J$ and $\lambda$ raises the mean ion energy by the factor $2^{2/5}$, or 32 %. The sheath thickens as the voltage rises, and this offsets much of the gain.

**Transit time.** The drift time across the sheath is $\int dx/u$. Since $1/u=en/J$ and $en=\varepsilon_0\,dE/dx$,

$$\tau=\frac1J\int_0^s en\,dx=\frac{\varepsilon_0E(s)}{J}.\tag{9}$$

## 6. The collisionless limit

If $\lambda\gg s$, an ion that starts at rest at the edge falls freely and has the speed $\sqrt{2e\phi/M}$. Poisson's equation becomes

$$\varepsilon_0\phi''=J\sqrt{\frac{M}{2e}}\,\phi^{-1/2}.$$

Multiply by $\phi'$ and integrate from $\phi=\phi'=0$:

$$\frac{\varepsilon_0}{2}\phi'^2=2J\sqrt{\frac{M}{2e}}\,\phi^{1/2}.$$

Take the square root, divide by $\phi^{1/4}$, and integrate across the sheath:

$$\frac43V^{3/4}=2\left(\frac{J}{\varepsilon_0}\right)^{1/2}\left(\frac{M}{2e}\right)^{1/4}s .$$

Squaring gives the Child law,

$$J_{\rm C}=\frac49\,\varepsilon_0\sqrt{\frac{2e}{M}}\,\frac{V^{3/2}}{s^2}.\tag{10}$$

The power of $V$ is the same as in (6), so the voltage dependence at fixed thickness cannot tell the two regimes apart. The thickness dependence can. Dividing (6) by (10),

$$\frac{J}{J_{\rm C}}=\frac{9\times1.4344}{4\sqrt\pi}\sqrt{\frac\lambda s}=1.82\sqrt{\frac\lambda s}.\tag{11}$$

Collisions slow the ions, so the same space charge carries less current. For $s<3.3\lambda$, formula (6) would give more current than free fall from rest. It has then left its range.

## 7. How good is the local drift speed?

An ion at $x$ gained its speed upstream, where the field was weaker. To include this, sort the ions by birthplace $x'$. The flux is $\Gamma=J/e$, and charge exchange creates $\Gamma\,dx'/\lambda$ new ions per unit area and time in $dx'$. A fraction $e^{-(x-x')/\lambda}$ of them reaches $x$ without another collision. Density is flux over speed, so

$$n(x)=\Gamma\int_0^x\frac{dx'}{\lambda}\frac{e^{-(x-x')/\lambda}}{v(x,x')}+\Gamma\frac{e^{-x/\lambda}}{v(x,0)},\tag{12}$$

$$v(x,x')=\sqrt{\frac{2e[\phi(x)-\phi(x')]}{M}} .$$

The last term in (12) counts ions that entered at rest at the edge and have not yet collided. For $s\ll\lambda$ this term dominates, and the Child law returns.

Far from the edge, put $r=x-x'$ and expand the potential difference:

$$\phi(x)-\phi(x-r)\approx Er-\tfrac12E'r^2,$$

$$[\phi(x)-\phi(x-r)]^{-1/2}\approx(Er)^{-1/2}\left(1+\frac{E'r}{4E}\right).$$

The first term needs $\int_0^\infty r^{-1/2}e^{-r/\lambda}dr/\lambda=\sqrt{\pi/\lambda}$ and gives back $n=J/(ek\sqrt E)$. The second needs $\int_0^\infty r^{1/2}e^{-r/\lambda}dr/\lambda=\frac12\sqrt{\pi\lambda}$, which is $\lambda/2$ times the first integral. Therefore

$$n\approx\frac{J}{ek\sqrt E}\left(1+\frac{\lambda E'}{8E}\right)=\frac{J}{ek\sqrt E}\left(1+\frac{\lambda}{12x}\right),\tag{13}$$

where the last form uses $E\propto x^{2/3}$. The ions are slightly slower, and hence denser, than the local law says.

This correction is small in the bulk, but the whole sheath also contains the first few free paths, where the expansion fails. Equation (12) was therefore solved together with Poisson's equation, by repeated substitution on a grid that is finest near the edge. At the same $V$ and $s$, the kinetic current lies below (6) by these fractions of (6):

| $s/\lambda$ | shortfall |
|---|---|
| 10 | 14.7 % |
| 20 | 8.6 % |
| 40 | 4.8 % |

The shortfall decreases somewhat more slowly than $\lambda/s$: each doubling of $s/\lambda$ multiplies it by a little under 0.6. It acts as if the sheath were longer by a small length $\delta$: since $J\propto s^{-5/2}$, the relative loss is about $5\delta/(2s)$, and 8.6 % at $s=20\lambda$ means $\delta\approx0.7\lambda$. If the ion density exceeds the local law by a relative amount $c(x)$, the right side of (3) gains the factor $1+c$, and $x$ in (4) is replaced by $x+\int c\,dx$. The correction in (13), integrated from $\lambda$ to $20\lambda$, thus adds only $(\lambda/12)\ln20=0.25\lambda$ to the length at the wall, and less further in. Most of the shortfall must then arise near the edge. It therefore depends on the assumption that the ions enter at rest.

## 8. Where is the edge?

Near the plasma, electrons also contribute charge. Let their density be $n_e=n_0e^{-\phi/T_e}$. With $dE/dx=E\,dE/d\phi$, Poisson's equation becomes

$$\varepsilon_0E\frac{dE}{d\phi}=\frac{J}{k\sqrt E}-en_0e^{-\phi/T_e}.\tag{14}$$

Deep in the plasma the two terms on the right nearly cancel. Solutions with slightly different fields at the same $\phi$ converge, because a larger field lowers the ion density and so slows its own growth. One smooth solution thus leads from plasma to sheath.

The width of the transition follows from setting all terms equal in size. With $E\sim E_*$ and $\phi\sim T_e$,

$$E_*=\left(\frac{JT_e}{\varepsilon_0k}\right)^{2/5},\qquad x_*=\frac{T_e}{E_*}.$$

Without electrons, (14) integrates to $E(s)^{5/2}=\frac52JV/(\varepsilon_0k)$, so $E(s)=(5V/2T_e)^{2/5}E_*$. With $s=5V/[3E(s)]$,

$$\frac{x_*}{s}=\frac35\left(\frac52\right)^{2/5}\left(\frac{T_e}{V}\right)^{3/5}=0.87\left(\frac{T_e}{V}\right)^{3/5}.\tag{15}$$

The edge becomes sharp compared with the sheath as $V/T_e$ grows, but slowly. This is the precise sense of "high voltage" here.

## 9. Worked example

Take argon ions in argon, with round values that are roughly typical of a capacitively coupled deposition reactor: pressure 0.5 Torr (66.7 Pa), gas temperature 500 K, sheath voltage 200 V, ion current density 0.10 mA/cm² (1.0 A/m²) and $T_e=3$ V. The charge-exchange cross section is set to a rough $\sigma=6\times10^{-19}$ m².

The gas density is $n_g=p/(k_BT)=9.66\times10^{21}$ m⁻³, and

$$\lambda=\frac1{n_g\sigma}=0.173\ \text{mm}.$$

With $M=6.634\times10^{-26}$ kg, (1) gives $k=16.29$ m/s per (V/m)$^{1/2}$. Then (6) gives, in SI units,

$$s^{5/2}=\frac{1.4344\times8.854\times10^{-12}\times16.29\times200^{3/2}}{1.0}=5.85\times10^{-7},$$

so $s=3.21$ mm. The ratio $s/\lambda$ is 18.6, well inside the collisional regime. The other results are:

- wall field: $5\times200/(3\times3.213\times10^{-3})=1.04\times10^5$ V/m, or 1.04 kV/cm;
- drift speed at the wall: $k\sqrt{E(s)}=5.2$ km/s;
- ion density at the wall: $J/(eu)=1.2\times10^9$ cm⁻³;
- mean ion energy at the wall: $eE(s)\lambda=17.9$ eV;
- transit time: $\varepsilon_0E(s)/J=0.92$ µs.

The Child law would give 0.237 mA/cm² at the same voltage and thickness, more than twice the collisional current.

The ion energy is less certain than the thickness. At fixed $V$ and $J$, $s$ varies only as $\lambda^{1/5}$, but $W$ varies as $\lambda^{4/5}$, so an error in the rough cross section enters the energy almost in full. The value used suits ions near 1 eV. The real cross section falls slowly with energy, to about $4\times10^{-19}$ m² at 10 to 20 eV, and that value would give $s\approx3.5$ mm and $W\approx25$ eV.

With the value used here, the arriving ions carry about 9 % of the 200 eV that the field supplies per ion. The rest goes into fast neutrals made by charge exchange. Some of these may also reach the film, so a low ion energy does not by itself mean a low total energy load.

**Size of the neglected effects.** Each entry below changes one assumption and keeps $V$ and $J$ fixed. The reference is 3.21 mm.

| change | $s$ (mm) |
|---|---|
| kinetic ions entering at rest, equation (12) | 3.09 |
| electrons, edge at $n_e/n=0.5$ | 3.17 |
| electrons, edge at $n_e/n=0.9$ | 3.55 |
| $\lambda$ lower by 20 % | 3.07 |
| $\lambda$ higher by 20 % | 3.33 |

The electron entries come from numerical integration of (14), with the 200 V counted from the stated edge. Where one draws the edge matters most: the two choices differ by 0.38 mm, or 12 % of $s$. Equation (15) gives $x_*=0.07s$, so a spread of this order is expected for these two choices. An edge drawn deeper in the quasi-neutral region keeps adding length: $n_e/n=0.99$ gives 4.2 mm. At $V/T_e=10^4$, with the same $J$ and the edge at $n_e/n=0.5$, the thickness agrees with (6) to 0.1 %.

These corrections should not be added. Here $x_*$ is only slightly longer than $\lambda$, so the local drift speed used in (14) is itself rough near the edge.

The kinetic solution lowers the mean wall energy from 17.9 to 17.3 eV at the same $V$ and $J$. Its thickness depends on how the ions enter: with an entry energy of 1.5 eV, half of $T_e$, instead of zero, it is about 3.2 mm, while the wall energy stays at 17.3 eV. At given $\lambda$, the thermal motion of the gas atoms matters little for the sheath as a whole, though it slows the drift near the edge: $k_BT=0.043$ eV exceeds $eE\lambda$ in the fraction $(0.043/17.9)^{3/2}\approx10^{-4}$ of the sheath. The slowing reaches well beyond this zone, and in all it lowers the thickness by about 1 %.

Ionization is less negligible. Suppose each ion releases $\gamma=0.1$ electrons at the wall, and let these ionize with the rough peak cross section $\sigma_i=3\times10^{-20}$ m² throughout. If they cross straight, the extra ions per wall ion number

$$\gamma\left(e^{n_g\sigma_is}-1\right)=0.1\,(e^{0.93}-1)\approx0.15 .$$

This is a rough estimate and not a bound: the cross section is below its peak for much of the path, but scattering makes the path longer. It means that $J$ could vary by something like 15 % across the sheath.

## 10. Beside a real reactor

The pressure, temperature and current are ordinary for such a plasma, while 200 V is on the high side where ion damage to the film must be limited. At a few tens of volts, $V/T_e$ is no longer large and (6) becomes a rough guide. In gas mixtures, an ion that cannot exchange charge resonantly with the main gas has another mean free path and may keep part of its momentum in a collision.

The assumption that many real reactors break is the steady voltage. At 13.56 MHz the period is 0.074 µs, about one twelfth of the transit time, so the ion density changes little within a cycle. The ion speed can change more: near the wall, a flight between charge exchanges lasts about $\lambda/u=0.033$ µs, less than one period, so an ion there also feels the field of the moment. The electron edge, meanwhile, sweeps through the sheath and cancels part of the ion charge for part of each cycle. As an illustration, keep the drift law (1) with the mean field, and let the mean net charge be a uniform fraction $h$ of the ion charge. The right side of (3) is then multiplied by $h$, and the current at given mean voltage and thickness by $1/h$. For $h=1/2$ the current doubles, or at fixed current the sheath is $2^{2/5}=1.32$ times thicker, about 4.2 mm here. A true radio-frequency sheath has an $h$ that varies with position, and its coefficient must be found from the motion of the edge.
